\section*{How a spin-relaxing interlayer lowers the inverse-spin-Hall current}

\section{The source and the two layers}

Q: I pump spins from cobalt into platinum and detect less inverse-spin-Hall current than I expect. I am told that spins relax at the interface before they enter the metal. How do I turn that into a number?

A: Replace the disordered contact by a nonmagnetic diffusive layer I, of thickness $t_I$, conductivity $\sigma_I$ and spin diffusion length $l_I$. It lies between the ferromagnet F and the metal N, which has $t_N$, $\sigma_N$, $l_N$ and spin Hall angle $\theta_N$. We then compare the structure with I to the same structure without it, holding fixed the precession, the metal and the mixing conductance $G$ at the surface of F.

Let $j$ be the difference between the flows of up and down electrons, multiplied by $e>0$, and let $eV=\mu_\uparrow-\mu_\downarrow$ be the spin splitting of the electrochemical potential. Positive $j$ flows from F towards N.

Q: What does the precessing magnet supply?

A: It acts as a battery for spin. Its direction $\mathbf m$ turns with angular velocity $\boldsymbol\Omega=\mathbf m\times\dot{\mathbf m}$, since $\boldsymbol\Omega\times\mathbf m=\dot{\mathbf m}$ for a unit vector. In the frame turning with $\mathbf m$ the magnet is at rest, but the electron Hamiltonian becomes $H-\hbar\boldsymbol\Omega\cdot\boldsymbol\sigma/2$. In equilibrium under that Hamiltonian, a magnet at rest exchanges no net spin along $\boldsymbol\Omega$ with the electrons. A reactive flow along $\mathbf m\times\boldsymbol\Omega$ can remain; it does not contribute to damping, and I leave it out. Seen from the laboratory, those electrons have a spin splitting $\hbar\Omega$ along $\boldsymbol\Omega$. The current kept here therefore vanishes at the vector splitting $\mathbf V=\hbar\boldsymbol\Omega/e$, and to leading order in frequency
\begin{equation}
\mathbf j(0)=G\left[\frac{\hbar}{e}\,\mathbf m\times\dot{\mathbf m}
-\mathbf V(0)+\mathbf m\,(\mathbf m\cdot\mathbf V(0))\right],
\qquad G=\frac{e^2}{h}g_r .
\end{equation}
The last term in the bracket appears because the mixing conductance absorbs only spins transverse to $\mathbf m$. I neglect its imaginary part and the separate absorption of longitudinal spins. The value of $G$ already includes the Sharvin correction needed when it is joined to a diffusive layer.

If spins relax much faster than the magnet turns, the layers respond as if static: $\mathbf j(0)=g_{\rm in}\mathbf V(0)$ with one real number $g_{\rm in}$. Try $\mathbf V(0)=v(\hbar/e)\,\mathbf m\times\dot{\mathbf m}$. Then $\mathbf m\cdot\mathbf V=0$, and the vector equation reduces to $g_{\rm in}v=G(1-v)$. One scalar equation is enough. For circular precession with cone angle $\theta_c$, the component of $\mathbf m\times\dot{\mathbf m}$ along the precession axis is $\omega\sin^2\theta_c$. For this steady component,
\begin{equation}
j(0)=G[V_0-V(0)],\qquad V_0=\frac{\hbar\omega}{e}\sin^2\theta_c .
\label{source}
\end{equation}

Q: And in the layers?

A: Each spin species carries half the conductivity, so
\begin{equation}
j=-\frac{\sigma}{2}\frac{dV}{dx},\qquad
\frac{dj}{dx}=-\frac{\sigma}{2l^2}V
\quad\Longrightarrow\quad \frac{d^2V}{dx^2}=\frac{V}{l^2}.
\label{diff}
\end{equation}
The second equation says that spin current disappears at the rate at which spins relax.

In N, measure $x$ from its entrance. No spin leaves the outer face, so $V'(t_N)=0$ and
\begin{equation}
V=V_N\frac{\cosh[(t_N-x)/l_N]}{\cosh(t_N/l_N)} .
\end{equation}
Differentiating at $x=0$ gives the entering current
\begin{equation}
j_N=g_NV_N,\qquad g_N=\frac{\sigma_N}{2l_N}\tanh\frac{t_N}{l_N}.
\end{equation}

\section{From the magnet to the metal}

Q: What fraction of the spins that leave the magnet reaches the platinum?

A: In I, let $y$ be the distance back from its exit. Take $V$ and $j$ continuous at the I/N boundary, which assumes no extra contact resistance there. Then $V(y)=V_N\cosh(y/l_I)+B\sinh(y/l_I)$. Since $x$ and $y$ run in opposite directions, $j=+(\sigma_I/2)\,dV/dy$. With $g_I=\sigma_I/(2l_I)$,
\begin{equation}
j(y)=g_I\left[V_N\sinh(y/l_I)+B\cosh(y/l_I)\right].
\end{equation}
At $y=0$ this must equal $j_N$, so $B=j_N/g_I$. At the magnet, $y=t_I$; writing $\delta=t_I/l_I$,
\begin{align}
V(0)&=V_N\cosh\delta+\frac{j_N}{g_I}\sinh\delta,\label{v0}\\
j(0)&=j_N\cosh\delta+g_IV_N\sinh\delta .\label{j0}
\end{align}
Here the argument $0$ again means the surface of F. Insert $V_N=j_N/g_N$ in the second line:
\begin{equation}
T\equiv\frac{j_N}{j(0)}=\frac{1}{\cosh\delta+(g_I/g_N)\sinh\delta}.
\label{T}
\end{equation}
By the continuity equation, the rest, $j(0)(1-T)$, is the relaxation integrated over I.

Q: I would have written $e^{-\delta}$.

A: That holds for $g_I=g_N$, because $\cosh\delta+\sinh\delta=e^\delta$. If $g_N>g_I$, the metal drains spins well and $T>e^{-\delta}$; if $g_N<g_I$, then $T<e^{-\delta}$. For a thin interlayer, $\cosh\delta\simeq1+\delta^2/2$ and $\sinh\delta\simeq\delta$. If $\delta$ is much smaller than both $g_I/g_N$ and $g_N/g_I$, the linear term dominates the loss and is itself small, so
\begin{equation}
1-T\simeq\delta\,\frac{g_I}{g_N}=\frac{\sigma_It_I}{2l_I^2g_N}.
\end{equation}
This is the relaxation conductance of the thin layer divided by the conductance of the drain into N. For a thick one, both hyperbolic functions approach $e^\delta/2$, so $T\simeq2e^{-\delta}/(1+g_I/g_N)$. The decay is then exponential, but its prefactor still depends on the metal.

Q: Is $T$ also the reduction of my signal?

A: Not in general, because I also changes how much current leaves F. Equation (\ref{source}) gives $V_0=V(0)+j(0)/G$. Substituting (\ref{v0}) and (\ref{j0}), again with $V_N=j_N/g_N$,
\begin{equation}
V_0=j_N\left[\cosh\delta\left(\frac1G+\frac1{g_N}\right)
+\sinh\delta\left(\frac1{g_I}+\frac{g_I}{Gg_N}\right)\right].
\end{equation}
Without I, $\delta=0$ and the bracket is $1/G+1/g_N$. Dividing the two entering currents at the same $V_0$, and multiplying numerator and denominator of the second term by $G$, we get
\begin{equation}
\eta\equiv\frac{j_N}{j_N^{\,\rm bare}}
=\frac{1}{\displaystyle\cosh\delta+\sinh\delta\,
\frac{g_I/g_N+G/g_I}{1+G/g_N}} .
\label{eta}
\end{equation}
Every added term is positive, so $\eta<1$ for any $\delta>0$ under the fixed conditions stated at the start.

The detected charge current is proportional to $j_N$. In N, $j(x)=j_N\sinh[(t_N-x)/l_N]/\sinh(t_N/l_N)$, and the short-circuit charge current per width is
\begin{equation}
\frac{I_c}{w}=\theta_N\int_0^{t_N}j\,dx
=\theta_Nj_Nl_N\frac{\cosh(t_N/l_N)-1}{\sinh(t_N/l_N)}
=\theta_Nj_Nl_N\tanh\frac{t_N}{2l_N}.
\label{charge}
\end{equation}
The factor multiplying $j_N$ is the same with and without I. Thus $\eta$ is the ratio of detected currents if I itself has no spin Hall effect.

Two limits show the role of the source. For $G\to0$ the magnet delivers a fixed current and $\eta\to T$. For $G\to\infty$ in both structures it imposes a fixed splitting, and $\eta\to1/[\cosh\delta+(g_N/g_I)\sinh\delta]$.

\section{Relaxation or resistance?}

Q: Is the whole reduction due to relaxation?

A: No. I also has resistance, which raises the splitting at F and drives more spins back. To isolate this, let $l_I\to\infty$ at fixed $t_I$ and $\sigma_I$. The layer is then a series resistance $R_I=2t_I/\sigma_I=\delta/g_I$, and
\begin{equation}
\eta_R=\frac{1/G+1/g_N}{1/G+1/g_N+R_I}
=\frac{1}{1+R_IGg_N/(G+g_N)} .
\end{equation}
Now restore relaxation. In $1/\eta$, the term $\cosh\delta$ exceeds 1, $\sinh\delta/g_I=R_I\sinh\delta/\delta$ exceeds $R_I$, and the term with $g_I/(Gg_N)$ is positive. Hence $\eta<\eta_R<1$: relaxation lowers the signal beyond what resistance does.

Q: Would the loss show up in my damping measurement?

A: It can be nearly hidden there. The spin current leaving F is directed along $\mathbf m\times\dot{\mathbf m}$, the form of a damping torque, so the added damping is proportional to $j(0)/V_0=(1/G+1/g_{\rm in})^{-1}$. Dividing (\ref{j0}) by (\ref{v0}) gives
\begin{equation}
g_{\rm in}=g_I\frac{g_N+g_I\tanh\delta}{g_I+g_N\tanh\delta},
\qquad
g_{\rm in}-g_N=\frac{(g_I^2-g_N^2)\tanh\delta}{g_I+g_N\tanh\delta}.
\end{equation}
If $A$ is the ratio of $j(0)$ with I to that without, then $\eta=AT$. The second formula shows that $A>1$ when $g_I>g_N$, and $A<1$ when $g_I<g_N$. In the first case the pumping contribution to damping grows while the detected current falls.

I tested these inequalities by solving the diffusion equations numerically for 40 random pairs of layers, with $\delta$ between 0.2 and 3. In every case $\eta<\eta_R<1$, and $A$ exceeded 1 in just the cases with $g_I>g_N$, which were 22 of the 40.

\section{Numbers for a cobalt/platinum contact}

Q: Please put in values close to my samples.

A: I take rough values: platinum with resistivity $20~\mu\Omega\,$cm, $l_N=3$ nm, $t_N=10$ nm and $\theta_N=0.05$; an interlayer with $80~\mu\Omega\,$cm and $l_I=t_I=1$ nm; and $g_r=30~{\rm nm}^{-2}$. The precession is circular, at 10 GHz with a cone angle of $1^\circ$, which gives $V_0=12.6$ nV. An in-plane Co film at this frequency precesses on a flattened ellipse, with an axis ratio of about 0.18. If $1^\circ$ is the in-plane angle, $V_0$ and all absolute currents below shrink by that factor, while the ratios do not change.

In units of $10^{15}$ S/m$^2$, $G=1.162$, $g_I=0.625$ and $g_N=0.831$. With $\delta=1$, $\cosh\delta=1.543$ and $\sinh\delta=1.175$,
\begin{align}
T&=\frac{1}{1.543+0.752\times1.175}=0.412,\\
\eta&=\frac{1}{1.543+1.175\,(0.752+1.859)/2.398}=0.354 .
\end{align}
So 59\% of the absorbed spin current relaxes in I, and the detected current falls by 65\% relative to the structure without I. The numerical diffusion solution reproduces both ratios to within a relative difference of $10^{-5}$.

The spin current leaving F is $6.10$ MA/m$^2$ without I and $5.25$ MA/m$^2$ with it, of which $2.16$ MA/m$^2$ enters Pt. The length $l_N\tanh(t_N/2l_N)$ is 2.79 nm, so
\begin{equation}
\frac{I_c}{w}=0.05\times2.79~{\rm nm}\times2.16~{\rm MA/m^2}
=0.30~{\rm nA}/\mu{\rm m},
\end{equation}
against $0.85~{\rm nA}/\mu$m without I.

Q: How does that divide between the two causes?

A: The resistance is $R_I=1/0.625=1.6$ in units of $10^{-15}~\Omega\,{\rm m}^2$. Alone it gives $\eta_R=0.563$. Turning on relaxation multiplies this by a further 0.629.

That factor is larger than $T=0.412$ because relaxation has two opposing effects. It removes spins on the way, but it also lowers the backflow and draws more current out of F. Without relaxation, everything that leaves F enters N, so the absorbed-current ratio is also 0.563. With relaxation it is $A=0.860$. Hence $(0.860/0.563)\times0.412=0.629$.

Q: What would I conclude if I took the spin current from damping and ignored the loss?

A: You would divide the charge current by $j(0)$ instead of $j_N$ and obtain $\theta_NT=0.05\times0.412=0.021$, less than half the angle put in. For this 10 nm Pt film the pumping contribution to damping would give little warning, since it drops by only 14\%. Below about 2.9 nm of Pt, where $g_N<g_I$, it would rise instead.

Thickness matters strongly. With the other parameters fixed, $\eta$ is 0.77, 0.59, 0.35 and 0.13 for $t_I=0.25$, 0.5, 1 and 2 nm.

\section{Where the estimate can fail}

Q: Can diffusion be trusted in a layer 1 nm thick?

A: That needs a separate calculation. With a rough product of resistivity and mean free path of $0.5~{\rm f}\Omega\,{\rm m}^2$, the mean free path $\lambda$ is 0.6 nm in I and 2.5 nm in Pt, comparable with the spin diffusion lengths. I therefore solved a Boltzmann equation for the spin distribution $f(x,u)$, where $u$ is the direction cosine:
\begin{equation}
u\frac{\partial f}{\partial x}=-\frac{f-c\langle f\rangle}{\lambda},
\qquad c=\frac{\lambda/l}{\operatorname{artanh}(\lambda/l)} .
\end{equation}
The brackets denote an average over directions. The value of $c$ keeps the decay length at $l$: for $f\propto e^{-x/l}$ the equation gives $f=c\langle f\rangle/(1-u\lambda/l)$, and averaging over $u$ from $-1$ to 1 gives $1=c\,\operatorname{artanh}(\lambda/l)/(\lambda/l)$. This requires $\lambda<l$, and it fixes the decay length but not the conductance of the layer; the choice $c=1-\lambda^2/3l^2$ moves the ratios below by up to 0.02. The calculation assumes isotropic scattering, a transparent I/N boundary, equal numbers of channels in both layers and mirror reflection at the outer face. At F a fraction $a$ of the arriving spin is absorbed and replaced by the battery value, and the rest is mirrored, with $1/G=1/(aS)-1/(2S)$, where $S=3/(8\rho\lambda)$ is the Sharvin conductance per spin.

With both mean free paths reduced twentyfold, it agrees with the diffusive $T$ and $\eta$ to within 1\%. At the actual mean free paths it gives $T=0.40$ and $\eta=0.35$. For these parameters the diffusive ratios survive, though this does not establish the same for other layers or for the absolute currents.

Q: Is the precession slow enough?

A: With an assumed Fermi velocity $v_F=0.3$ nm/fs, the diffusive estimate $l^2/D$, where $D=v_F\lambda/3$, gives relaxation times of about 36 fs in Pt and 16 fs in I; the Boltzmann equation above would make them somewhat shorter. In Pt, $\omega\tau$ is then about 0.002. Including these finite relaxation times, in a calculation that keeps all three spin components, changes the steady absorbed current by only about $3\times10^{-5}$\%.

This is far below $\omega\tau$ because the first-order response is a phase lag. It turns the rotating accumulation sideways, perpendicular to $\mathbf m$, and changes its component in the plane of $\mathbf m$ and the axis only at second order. The steady component is coupled to that in-plane part alone.

Q: What if the interlayer has a spin Hall effect of its own?

A: This is the largest correction among those I calculated at finite parameters. Integrating (\ref{diff}) over I gives
\begin{equation}
\int_Ij\,dx=\frac{\sigma_I}{2}[V(0)-V_N].
\end{equation}
Here $V(0)=j(0)/g_{\rm in}=5.25/0.649=8.1$ nV and $V_N=2.16/0.831=2.6$ nV. With $\sigma_I/2=0.625$ MS/m, the integral is about 3.4 mA/m. The corresponding integral in Pt without I is $6.10~{\rm MA/m^2}\times2.79~{\rm nm}=17$ mA/m. An interlayer with the same spin Hall angle as Pt therefore adds 0.20 to the ratio, raising it from 0.35 to 0.56. An angle 3.2 times that of Pt would cancel the reduction, and a larger one would reverse it. An angle of opposite sign subtracts from the Pt signal; beyond about 1.8 times the Pt angle in magnitude, it reverses the sign of the total.

Q: And if the interlayer changes the mixing conductance?

A: Then $\eta$ no longer compares equal sources. Keep $G=1.162$ in the reference but let $G\to\infty$ in the structure with I. The ratio rises to 0.55, an upper limit for this change alone. A poorer contact works the other way: halving $G$ in the structure with I gives 0.26. Here a better magnetic contact cannot restore the signal. For other parameters it can, if $\cosh\delta/g_N+\sinh\delta/g_I<1/G+1/g_N$, with the reference value of $G$ on the right.

Q: How close is all this to a real Co/Pt film?

A: The inputs are rough values, and $\delta=1$ was chosen to represent a lossy contact, not fitted to a particular film. Resistivity, spin diffusion length and spin Hall angle vary considerably between films. A real contact is intermixed, rough and possibly magnetic near Co; it is not a uniform nonmagnetic slab. Its $l_I$ and $\sigma_I$ are effective parameters. The assumption of a silent interlayer is doubtful when Pt is mixed into it, and the equal-angle case shows a possible shift from 0.35 to 0.56. Proximity magnetism is not sized here. The slab only parametrises a loss commonly attributed to spin-orbit coupling at the interface. With these inputs the effective mixing conductance $(1/G+1/g_{\rm in})^{-1}$ corresponds to $11~{\rm nm}^{-2}$, and to at most $17~{\rm nm}^{-2}$ for $G\to\infty$. Values inferred from damping in Co/Pt are usually several tens of ${\rm nm}^{-2}$ and can include two-magnon scattering, so the damping figures above should not be read as predictions for a film.

If you measure an open-circuit voltage, include electrical shunting too. The sheet conductances are $10~{\rm nm}/20~\mu\Omega\,{\rm cm}=0.050$ S for Pt and $1~{\rm nm}/80~\mu\Omega\,{\rm cm}=0.00125$ S for I. Leaving Co out of the circuit, the interlayer lowers the voltage by a further 2.4\% at fixed charge current. The shunt through Co must be added for the actual film.

\section*{Calculated quantities}
\begin{verbatim}
Pt resistivity: 20 uOhm cm
Pt spin diffusion length: 3 nm
Pt thickness: 10 nm
Pt spin Hall angle: 0.05
interlayer resistivity: 80 uOhm cm
interlayer spin diffusion length: 1 nm
interlayer thickness: 1 nm
mixing conductance g_r: 30 per nm^2
precession frequency: 10 GHz
cone angle: 1 degree
spin battery V0: 12.6 nV
G: 1.162 1e15 S/m^2
g_I: 0.625 1e15 S/m^2
g_N: 0.8312 1e15 S/m^2
input conductance of I plus N: 0.6494 1e15 S/m^2
delta = t_I/l_I: 1
absorbed spin current without I: 6.105 MA/m^2
absorbed spin current with I: 5.248 MA/m^2
spin current entering Pt with I: 2.163 MA/m^2
absorbed-current ratio A: 0.8597
transmitted fraction T: 0.4121
fraction relaxed in I (integrated): 0.5879
simple exponential exp(-delta): 0.3679
detected-current ratio eta: 0.3543
ratio from resistance alone eta_R: 0.5633
further factor from relaxation eta/eta_R: 0.629
effective Hall length l_N tanh(t_N/2l_N): 2.793 nm
charge current per width without I: 0.8526 nA/um
charge current per width with I: 0.302 nA/um
apparent spin Hall angle if loss is ignored: 0.0206
t_I = 0.25 nm: T = 0.819, eta = 0.765
t_I = 0.50 nm: T = 0.658, eta = 0.590
t_I = 1.00 nm: T = 0.412, eta = 0.354
t_I = 2.00 nm: T = 0.154, eta = 0.130
random materials with larger absorbed current: 22 of 40
resistivity times mean free path: 0.5 fOhm m^2
mean free path in Pt: 2.5 nm
mean free path in I: 0.625 nm
Boltzmann transmitted fraction: 0.402
Boltzmann detected-current ratio: 0.35
detected ratio if I has the Pt Hall angle: 0.5551
Hall angle of I over Pt that cancels the loss: 3.22
detected ratio if G with I becomes infinite: 0.5522
Fermi velocity assumed: 0.3 nm/fs times 1e3
spin relaxation time in Pt: 36 fs
spin relaxation time in I: 16 fs
omega times relaxation time in Pt: 0.00226
finite-frequency change of absorbed current: 2.7e-05 %
\end{verbatim}
